# Zero-phonon linewidth: T⁷ from quadratic coupling, T⁵ from Jahn-Teller mixing: verification in Python

```python
"""
Zero-phonon linewidth (FWHM, angular frequency) of a defect in a 3D crystal.
 Quadratic coupling (1/2)*Lam*s^2, s = dilatation, density J_s = C_s w^3:
   width7 = 2 pi Lam^2 C_s^2/hbar^2 * (16 pi^6/21) * theta^7
 Orbital doublet, V = sigma_z phi1 + sigma_x phi2, density J = C w^3 for each:
   width5 = 16 pi C^2/hbar^4 * (4 pi^4/15) * theta^5
 theta = kB*T/hbar; J(w) = sum_k g_k^2 delta(w-w_k) for phi = sum_k g_k (b+b^+).
 Model tests use hbar = kB = 1; the example uses SI units.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

pi = np.pi


def width7(lam, c_s, theta, hbar=1.0):
    return 2*pi*lam**2*c_s**2/hbar**2*(16*pi**6/21)*theta**7


def width5(c, theta, hbar=1.0):
    return 16*pi*c**2/hbar**4*(4*pi**4/15)*theta**5


def density_dilatation(rho, vl, hbar=1.0):
    return hbar/(4*pi**2*rho*vl**5)


def density_doublet(xi, rho, vl, vt, hbar=1.0):
    return xi**2*hbar/(4*pi**2*rho)*(4/(15*vl**5) + 2/(5*vt**5))


def one_phonon_rate(c, delta, hbar=1.0):
    """Zero-temperature emission rate across a splitting delta (angular)."""
    return 2*pi*c*delta**3/hbar**2


def thermal_integral(power, x_max):
    return quad(lambda x: x**power/(4*np.sinh(x/2)**2), 0, x_max,
                epsabs=1e-10, epsrel=1e-10, limit=200)[0]


# ---- thermal integrals against their closed forms
full4, full6 = thermal_integral(4, 60), thermal_integral(6, 60)
assert abs(full4/(4*pi**4/15) - 1) < 1e-7
assert abs(full6/(16*pi**6/21) - 1) < 1e-7

# ---- spectral densities: explicit mode sum in a periodic box of side 2 pi
R, vl0, vt0, w_soft = 16, 1.5, 1.0, 4.5
axis = np.arange(-R, R + 1)
k = np.array(np.meshgrid(axis, axis, axis)).reshape(3, -1).T.astype(float)
k = k[np.any(k != 0, axis=1)]
k_len = np.linalg.norm(k, axis=1)
k_hat = k/k_len[:, None]
e1 = np.cross(k_hat, np.array([1.0, np.sqrt(2), np.sqrt(3)]))
e1 /= np.linalg.norm(e1, axis=1)[:, None]
e2 = np.cross(k_hat, e1)
gram, dil = np.zeros((3, 3)), 0.0
for pol, v in ((k_hat, vl0), (e1, vt0), (e2, vt0)):
    w_k = v*k_len
    weight = np.exp(-(w_k/w_soft)**2)/(2*(2*pi)**3*w_k)
    strain = np.array([k[:, 0]*pol[:, 0] - k[:, 1]*pol[:, 1],
                       k[:, 0]*pol[:, 1] + k[:, 1]*pol[:, 0],
                       k[:, 0]*pol[:, 2] + k[:, 2]*pol[:, 0]])
    gram += (strain*weight) @ strain.T
    dil += np.sum(weight*np.sum(k*pol, axis=1)**2)
expected = density_doublet(1, 1, vl0, vt0)*w_soft**4/2
assert np.allclose(gram/expected, np.eye(3), atol=5e-3)
assert abs(dil/(density_dilatation(1, vl0)*w_soft**4/2) - 1) < 5e-3

# ---- discrete bath with J = w^3 at low frequency and a smooth cutoff
N = 160
dw = 1.0/N
w = (np.arange(N) + 0.5)*dw
g = np.sqrt(w**3*np.exp(-(w/0.7)**8)*dw)
t_start, t_end = 250.0, 650.0     # after transients, before recurrence


def quadratic_bath_width(lam, temp):
    """All-order coherence decay for (lam/2) phi^2, from a determinant."""
    c = g*np.sqrt(2*w)
    val, vec = np.linalg.eigh(np.diag(w**2) + lam*np.outer(c, c))
    om, r, boltz = np.sqrt(val), np.sqrt(w), np.exp(-w/temp)
    log_coh = []
    for t in (t_start, t_end):
        cos_m = (vec*np.cos(om*t)) @ vec.T
        qq = r[:, None]*cos_m/r
        yy = cos_m*r/r[:, None]
        qy = r[:, None]*((vec*(np.sin(om*t)/om)) @ vec.T)*r
        yq = -((vec*(np.sin(om*t)*om)) @ vec.T)/np.outer(r, r)
        a = 0.5*(qq + yy + 1j*(yq - qy))
        b = 0.5*(qq - yy + 1j*(yq + qy))
        ph = np.exp(1j*w*t)[:, None]
        top = np.hstack([ph*boltz[:, None]*a - np.eye(N),
                         ph*boltz[:, None]*b])
        low = np.hstack([b.conj()/ph, a.conj()/ph - np.diag(boltz)])
        log_coh.append(-0.5*np.linalg.slogdet(np.vstack([top, low]))[1])
    return 2*(log_coh[0] - log_coh[1])/(t_end - t_start)


# averaging over the sign of lam removes the odd orders
temps = (0.02, 0.03)
exact7 = [0.5*(quadratic_bath_width(0.1, T) + quadratic_bath_width(-0.1, T))
          for T in temps]
ratio7 = [e/width7(0.1, 1.0, T) for e, T in zip(exact7, temps)]
assert max(abs(q - 1) for q in ratio7) < 0.015
slope7 = np.log(exact7[1]/exact7[0])/np.log(temps[1]/temps[0])
assert abs(slope7 - 7) < 0.05

# ---- commutator amplitude: doublet plus two equal modes, diagonalized
sz, sx = np.diag([1.0, -1.0]), np.array([[0.0, 1.0], [1.0, 0.0]])
M, g0 = 7, 0.01
low_op = np.diag(np.sqrt(np.arange(1, M)), 1)
x_op, num, one = low_op + low_op.T, low_op.T @ low_op, np.eye(M)


def scaled_levels(s_a, s_b):
    """Shifts of the 1- and 2-phonon levels in units of g0^2."""
    h = np.kron(np.eye(2), np.kron(num, one) + np.kron(one, num))
    h = h + g0*np.kron(s_a, np.kron(x_op, one))
    h = h + g0*np.kron(s_b, np.kron(one, x_op))
    e = np.linalg.eigvalsh(h)
    return (e[2:6] - 1 + 2*g0**2)/g0**2, (e[6:12] - 2 + 2*g0**2)/g0**2


one_ph, two_ph = scaled_levels(sz, sx)
assert np.allclose(one_ph, [-2, -2, 2, 2], atol=0.02)
assert np.allclose(two_ph, [-4, -4, 0, 0, 4, 4], atol=0.02)
control = np.concatenate(scaled_levels(sz, sz))
assert np.max(np.abs(control)) < 0.02     # commuting couplings cancel

# ---- rate from the effective scattering Hamiltonian, bosonic determinant
w2 = np.concatenate([w, w])


def doublet_bath_width(c, temp, lam=0.0, mixing=True):
    ga = np.sqrt(c)*np.concatenate([g, np.zeros(N)])
    gb = np.sqrt(c)*np.concatenate([np.zeros(N), g])
    anti = np.outer(ga, gb) - np.outer(gb, ga)
    h = np.diag(w2) + lam*np.outer(ga, ga) + 0j
    if mixing:
        h = h + 1j*anti*(1/w2[:, None] + 1/w2[None, :])
    val, vec = np.linalg.eigh(h)
    occ = 1/np.expm1(w2/temp)
    log_coh = []
    for t in (t_start, t_end):
        u = np.exp(1j*w2*t)[:, None]*((vec*np.exp(-1j*val*t)) @ vec.conj().T)
        mat = np.eye(2*N) + occ[:, None]*(np.eye(2*N) - u)
        log_coh.append(-np.linalg.slogdet(mat)[1])
    return 2*(log_coh[0] - log_coh[1])/(t_end - t_start)


exact5 = [doublet_bath_width(0.05, T) for T in temps]
ratio5 = [e/width5(0.05, T) for e, T in zip(exact5, temps)]
assert max(abs(q - 1) for q in ratio5) < 0.015
slope5 = np.log(exact5[1]/exact5[0])/np.log(temps[1]/temps[0])
assert abs(slope5 - 5) < 0.05

# ---- both mechanisms together: widths add
both = 0.5*sum(doublet_bath_width(0.005, 0.03, s) for s in (20, -20))
only5 = doublet_bath_width(0.005, 0.03)
only7 = 0.5*sum(doublet_bath_width(0.005, 0.03, s, False) for s in (20, -20))
assert only7 > 0.5*only5
assert abs(both/(only5 + only7) - 1) < 0.02

# ---- one-phonon emission: exact decay into the discrete bath
c1, split0 = 0.002, 0.3
h1 = np.diag(np.concatenate([[split0], w]))
h1[0, 1:] = h1[1:, 0] = np.sqrt(c1)*g
val, vec = np.linalg.eigh(h1)
surv = [abs(np.sum(vec[0]**2*np.exp(-1j*val*t)))**2 for t in (100.0, 500.0)]
decay = np.log(surv[0]/surv[1])/400.0
assert abs(decay/one_phonon_rate(c1, split0) - 1) < 0.03

# ---- worked example: NV centre in diamond, rough typical values
hbar, kB, eV = sc.hbar, sc.k, sc.e
rho, vl, vt = 3500.0, 18000.0, 12000.0
xi_eV, D_eV, gap_eV = 3.0, 7.0, 1.0
life, split_GHz, radius = 12e-9, 10.0, 0.2e-9
lam_eV = 2*D_eV**2/gap_eV


def lower_level(s):
    return np.linalg.eigvalsh([[0.0, D_eV*s], [D_eV*s, gap_eV]])[0]


ds = 1e-3
curvature = (lower_level(ds) - 2*lower_level(0.0) + lower_level(-ds))/ds**2
assert abs(curvature/(-lam_eV) - 1) < 1e-3

C = density_doublet(xi_eV*eV, rho, vl, vt, hbar)
C_s = density_dilatation(rho, vl, hbar)


def hz5(T):
    return width5(C, kB*T/hbar, hbar)/(2*pi)


def hz7(T):
    return width7(lam_eV*eV, C_s, kB*T/hbar, hbar)/(2*pi)


cells = rho/(2*12.011*sc.atomic_mass)      # two atoms per primitive cell
v_mean = (3/(1/vl**3 + 2/vt**3))**(1/3)
w_cut = v_mean*(6*pi**2*cells)**(1/3)
T_cut = hbar*w_cut/kB
T0 = 50.0
theta0 = kB*T0/hbar
delta = 2*pi*split_GHz*1e9
direct = one_phonon_rate(C, delta, hbar)*(1 + 1/np.expm1(delta/theta0))/(2*pi)
x5 = minimize_scalar(lambda x: -x**4/np.sinh(x/2)**2, bounds=(1, 10),
                     method="bounded").x
x7 = minimize_scalar(lambda x: -x**6/np.sinh(x/2)**2, bounds=(1, 12),
                     method="bounded").x
bose1 = quad(lambda x: x/np.expm1(x), 1e-12, w_cut/theta0)[0]
s_thermal = 2*2*C*theta0**2*bose1/hbar**2
s_zero = 2*C*w_cut**2/2/hbar**2
pair_factor = (1 + 0.5**2)**2
T_equal = T0*np.sqrt(hz5(T0)/hz7(T0))

print("MODEL TESTS (hbar = kB = 1)")
print(f"T^7 exact/law at T=0.02, 0.03: {ratio7[0]:.4f}, {ratio7[1]:.4f}")
print(f"T^7 exponent from exact bath: {slope7:.3f}")
print(f"T^5 bath/law at T=0.02, 0.03: {ratio5[0]:.4f}, {ratio5[1]:.4f}")
print(f"T^5 exponent from bath: {slope5:.3f}")
print("1-phonon shifts / g^2:", np.round(one_ph, 2))
print(f"largest shift, commuting control / g^2: {np.max(np.abs(control)):.4f}")
print(f"joint width / sum of widths: {both/(only5 + only7):.4f}")
print(f"one-phonon decay exact/law: {decay/one_phonon_rate(c1, split0):.4f}")
print(f"integral x^4: {full4:.4f}   integral x^6: {full6:.3f}")
print("EXAMPLE INPUTS (NV in diamond, rough)")
print(f"density: {rho:.0f} kg/m^3")
print(f"sound speeds l, t: {vl/1e3:.0f}, {vt/1e3:.0f} km/s")
print(f"doublet strain coupling Xi: {xi_eV:.1f} eV")
print(f"remote mixing D: {D_eV:.1f} eV, gap: {gap_eV:.1f} eV")
print(f"quadratic constant |Lam|: {lam_eV:.0f} eV")
print("RESULTS")
print(f"C (doublet): {C:.3e} J^2 s^4")
print(f"C_s (dilatation): {C_s:.3e} s^4")
print(f"theta at 50 K: {theta0:.3e} 1/s")
print(f"T^5 prefactor: {hz5(1.0):.3e} Hz/K^5")
print(f"T^7 prefactor: {hz7(1.0):.3e} Hz/K^7")
for T in (10.0, 20.0, 50.0, 100.0):
    print(f"T={T:.0f} K: T^5 width {hz5(T)/1e6:.4g} MHz,"
          f" T^7 width {hz7(T)/1e6:.3g} MHz")
print(f"50 K, T^5 width: {sc.h*hz5(T0)/eV*1e6:.3g} ueV")
print(f"50 K, T^7 width: {sc.h*hz7(T0)/eV*1e6:.3g} ueV")
print(f"laws would cross at: {T_equal:.0f} K")
print("NEGLECTED EFFECTS")
print(f"acoustic cutoff temperature: {T_cut:.0f} K")
for T in (50.0, 100.0, 300.0):
    f5 = thermal_integral(4, T_cut/T)/full4
    f7 = thermal_integral(6, T_cut/T)/full6
    print(f"kept below cutoff, {T:.0f} K: T^5 {f5:.4f}, T^7 {f7:.4f}")
print(f"radiative width ({life*1e9:.0f} ns): {1/(2*pi*life)/1e6:.1f} MHz")
print(f"one-phonon width, {split_GHz:.0f} GHz split, 50 K:"
      f" {direct/1e6:.3g} MHz")
print(f"splitting / kT at 50 K: {delta/theta0:.4f}")
print(f"kernel peaks hbar*w/kT: T^5 {x5:.2f}, T^7 {x7:.2f}")
print(f"k*radius ({radius*1e9:.1f} nm), transverse, T^5 peak, 50 K:"
      f" {x5*theta0/vt*radius:.2f}")
print(f"k*radius, longitudinal, T^7 peak, 50 K: {x7*theta0/vl*radius:.2f}")
print(f"T^7 peak phonon / remote gap, 50 K: {x7*kB*T0/(gap_eV*eV):.4f}")
print(f"thermal coupling strength, 50 K: {s_thermal:.4f}")
print(f"zero-point coupling strength: {s_zero:.2f}")
print(f"T^5 factor from second strain pair at Xi/2: {pair_factor:.2f}")
print(f"angular T^5 width / theta, 50 K: {2*pi*hz5(T0)/theta0:.2e}")
print("OK")
```

Printed output:

```
MODEL TESTS (hbar = kB = 1)
T^7 exact/law at T=0.02, 0.03: 1.0015, 0.9994
T^7 exponent from exact bath: 6.995
T^5 bath/law at T=0.02, 0.03: 1.0078, 1.0058
T^5 exponent from bath: 4.995
1-phonon shifts / g^2: [-2. -2.  2.  2.]
largest shift, commuting control / g^2: 0.0000
joint width / sum of widths: 1.0003
one-phonon decay exact/law: 0.9933
integral x^4: 25.9758   integral x^6: 732.487
EXAMPLE INPUTS (NV in diamond, rough)
density: 3500 kg/m^3
sound speeds l, t: 18, 12 km/s
doublet strain coupling Xi: 3.0 eV
remote mixing D: 7.0 eV, gap: 1.0 eV
quadratic constant |Lam|: 98 eV
RESULTS
C (doublet): 3.083e-97 J^2 s^4
C_s (dilatation): 4.039e-61 s^4
theta at 50 K: 6.546e+12 1/s
T^5 prefactor: 6.143e+00 Hz/K^5
T^7 prefactor: 1.746e-06 Hz/K^7
T=10 K: T^5 width 0.6143 MHz, T^7 width 1.75e-05 MHz
T=20 K: T^5 width 19.66 MHz, T^7 width 0.00224 MHz
T=50 K: T^5 width 1920 MHz, T^7 width 1.36 MHz
T=100 K: T^5 width 6.143e+04 MHz, T^7 width 175 MHz
50 K, T^5 width: 7.94 ueV
50 K, T^7 width: 0.00564 ueV
laws would cross at: 1876 K
NEGLECTED EFFECTS
acoustic cutoff temperature: 1736 K
kept below cutoff, 50 K: T^5 1.0000, T^7 1.0000
kept below cutoff, 100 K: T^5 0.9999, T^7 0.9984
kept below cutoff, 300 K: T^5 0.7085, T^7 0.3692
radiative width (12 ns): 13.3 MHz
one-phonon width, 10 GHz split, 50 K: 0.72 MHz
splitting / kT at 50 K: 0.0096
kernel peaks hbar*w/kT: T^5 3.83, T^7 5.97
k*radius (0.2 nm), transverse, T^5 peak, 50 K: 0.42
k*radius, longitudinal, T^7 peak, 50 K: 0.43
T^7 peak phonon / remote gap, 50 K: 0.0257
thermal coupling strength, 50 K: 0.0078
zero-point coupling strength: 1.43
T^5 factor from second strain pair at Xi/2: 1.56
angular T^5 width / theta, 50 K: 1.84e-03
OK
```
